Normal strain and volume change of a compressed (001) film

**Question**

A cubic semiconductor film is grown on a thick (001) substrate. The substrate lattice is slightly smaller than that of the film, and the film adopts it in the plane. The film is therefore compressed by one per cent along both in-plane cube axes, while its top surface is free. Its stiffness constants satisfy C12/C11 = 0.385.

Take x and y along the in-plane cube axes and z along the surface normal. Strains are measured from the unstrained film, and tension and extension are positive. The film is thin compared with its width, free of dislocations and uniformly strained away from its edges. For a real semiconductor at one per cent mismatch, the dislocation-free state is the equilibrium one only below a critical thickness of the order of ten nanometres; thicker films tend to relax, and the results below then no longer apply. Use linear elasticity unless a part says otherwise, and write

r = C12/C11 = 0.385

ε = ε_xx = ε_yy = −0.0100.

**Part (a)**

Which strain components does the substrate fix, and which stress components does the free surface fix? Why do the surface conditions hold throughout the film?

**Model answer**

The film lattice must match the substrate lattice in the plane. This fixes three strain components:

ε_xx = ε, ε_yy = ε, ε_xy = 0.

Nothing pulls or pushes on the top surface, so the force per unit area on it vanishes. For a surface with normal z, that force has the components σ_xz, σ_yz and σ_zz. Hence at the surface

σ_xz = σ_yz = σ_zz = 0.

Inside the film, equilibrium without body forces requires, for each i = x, y, z,

∂σ_ix/∂x + ∂σ_iy/∂y + ∂σ_iz/∂z = 0.

Away from the edges the state does not vary with x or y, so the first two terms vanish. Then σ_iz does not depend on z either, and its zero value at the surface holds at every depth.

Three strains and three stresses are now known. The other three strains, ε_xz, ε_yz and ε_zz, must follow from the elastic law. The argument fails near the film edges, where the stress does vary along the plane.

**Part (b)**

Find the two shear strains ε_xz and ε_yz and the normal strain ε_zz. Evaluate the normal strain.

**Model answer**

Along the cube axes, Hooke's law for a cubic crystal gives

σ_xz = 2 C44 ε_xz

σ_yz = 2 C44 ε_yz

σ_zz = C11 ε_zz + C12 (ε_xx + ε_yy).

The factor 2 appears because ε_xz is the tensor shear strain, half the change of angle between the two axes. A stable crystal has C44 > 0, so zero shear stress requires

ε_xz = ε_yz = 0.

The shear constant therefore has no influence on the strain away from the film edges. In the third equation, insert ε_xx + ε_yy = 2ε and set the normal stress to zero:

0 = C11 ε_zz + 2 C12 ε.

Subtract 2 C12 ε from both sides and divide by C11:

ε_zz = −2 (C12/C11) ε = −2rε.

With the given values,

ε_zz = −2 × 0.385 × (−0.0100) = +0.0077.

The film expands by 0.77 per cent along its normal. The positive sign comes from two negative ones: the minus sign in the formula and the negative in-plane strain. Under in-plane tension the same formula gives a contraction.

The factor 2 counts the two compressed in-plane directions. Each one, through C12, pushes the atomic planes apart along z, and the stiffness C11 resists that expansion.

**Part (c)**

Obtain the same normal strain from the elastic energy, and show that it is a minimum.

**Model answer**

With no shear strains, the elastic energy per unit volume of a cubic crystal is

W = ½ C11 (ε_xx² + ε_yy² + ε_zz²) + C12 (ε_xx ε_yy + ε_yy ε_zz + ε_zz ε_xx).

Put ε_xx = ε_yy = ε and write w for the still unknown ε_zz:

W = C11 ε² + ½ C11 w² + C12 ε² + 2 C12 ε w.

The two terms containing w can be completed to a square, using C12 = r C11:

½ C11 w² + 2r C11 ε w = ½ C11 (w + 2rε)² − 2r² C11 ε².

Therefore

W = ½ C11 (w + 2rε)² + C11 (1 + r − 2r²) ε².

Since C11 > 0 in a stable crystal, the square cannot lower the energy. The minimum lies where it vanishes, at w = −2rε, in agreement with part (b). Shear strains ε_xz and ε_yz would add 2 C44 (ε_xz² + ε_yz²), which is smallest when both are zero.

The agreement has a simple reason. The derivative ∂W/∂w is the normal stress σ_zz, and the free surface lets the film adjust w until that stress is gone. The second term of W remains because the substrate does not allow the in-plane strain to relax.

**Part (d)**

Find the first-order relative volume change of a fixed piece of film material. Does the normal expansion make up for the in-plane compression?

**Model answer**

Consider a block with edges along x, y and z. Its edges are multiplied by 1 + ε, 1 + ε and 1 + ε_zz, so

V/V₀ = (1 + ε)² (1 + ε_zz).

Multiplying out and subtracting 1 gives

ΔV/V₀ = 2ε + ε_zz + ε² + 2ε ε_zz + ε² ε_zz.

The first two terms are linear in the strains. Keeping them alone and inserting ε_zz = −2rε gives

ΔV/V₀ ≈ 2ε − 2rε = 2(1 − r)ε.

Numerically,

ΔV/V₀ ≈ −0.0200 + 0.0077 = −0.0123.

The volume falls by 1.23 per cent. The in-plane area falls by 2 per cent to first order, and the normal expansion recovers the fraction r = 0.385 of that loss.

Full recovery would require r = 1, which lies at the limit of stability. To see this, apply the strain ε_xx = δ, ε_yy = −δ, ε_zz = 0. The energy formula of part (c) gives

W = ½ C11 (δ² + δ²) − C12 δ² = (C11 − C12) δ².

A stable crystal needs W > 0 for this strain, hence C11 > C12 and r < 1. Within linear elasticity, every stable cubic (001) film under equal in-plane compression therefore loses volume.

At r = 0 there would be no normal response, and the volume would follow the area. As r approaches 1 the first-order volume change approaches zero.

**Part (e)**

Find Poisson's ratio ν for a pull along a cube axis. Express the normal strain of the film through ν, and explain why −2νε is not the answer.

**Model answer**

Poisson's ratio is defined by a different experiment. A bar is pulled along x while its sides are free, so σ_yy = σ_zz = 0 and the sideways strains are ε_yy = ε_zz = −ν ε_xx. The condition σ_zz = 0 reads

0 = C12 ε_xx + C12 ε_yy + C11 ε_zz = [C12 − ν (C11 + C12)] ε_xx.

Since ε_xx is not zero, the bracket must vanish:

ν = C12/(C11 + C12) = r/(1 + r) = 0.385/1.385 = 0.2780.

The film carries equal stresses σ along x and y. With E the Young's modulus along a cube axis, adding the effects of the two stresses gives

ε = σ/E − νσ/E = (1 − ν) σ/E

ε_zz = −νσ/E − νσ/E = −2νσ/E.

In the first line, the stress along y contributes −νσ/E to the strain along x. Solving that line for σ/E gives σ/E = ε/(1 − ν), and the second line becomes

ε_zz = −[2ν/(1 − ν)] ε.

This agrees with part (b), because 1 − ν = C11/(C11 + C12), so that ν/(1 − ν) = C12/C11 = r.

The expression −2νε would give 0.00556 instead of 0.0077, which is too small by the factor 1 − ν. It sets σ/E equal to ε and so ignores the effect of each in-plane stress on the other in-plane axis. Under compression along x the material tries to expand along y, where it is also being compressed. A larger stress is then needed to reach the same strain, and the normal expansion is larger too.

**Part (f)**

Find the in-plane stress in units of C11. Is the film under hydrostatic pressure?

**Model answer**

Hooke's law for the x direction is

σ_xx = C11 ε_xx + C12 (ε_yy + ε_zz).

Insert the strains and divide by C11:

σ_xx/C11 = ε + rε + r(−2rε) = (1 + r − 2r²) ε.

The y direction gives the same value by symmetry. Numerically,

σ_xx/C11 = (1 + 0.385 − 2 × 0.385²) × (−0.0100) = −0.010886.

The negative sign means compression. Hydrostatic pressure would require equal normal stresses along all three axes, but here σ_zz = 0. The film is in biaxial compression. Under a small hydrostatic pressure a stable cubic crystal stays cubic, whereas this film becomes tetragonal, shorter along x and y and longer along z. Its volume change alone therefore does not describe its state.

**Part (g)**

How far can the linear results be trusted at one per cent strain? First multiply out the three stretches with the linear value of ε_zz. Then consider a simple cubic lattice of harmonic springs, with constant k₁ between nearest neighbours and k₂ between second neighbours. Choose the springs to give the same r, and find its normal strain to second order.

**Model answer**

The product of the stretches gives

(0.9900)² × 1.0077 − 1 = −0.012353.

This differs from the linear value by −5.32 × 10⁻⁵, about 0.4 per cent of the volume change. It is not yet a complete second-order result, because ε_zz itself has a correction of order ε². That correction depends on how the forces change at finite strain, which C11 and C12 do not determine. The spring lattice is a model in which it can be found.

First relate the springs to r. Let a be the lattice constant. For small strains along the cube axes, a nearest-neighbour bond along axis i changes its length by a ε_i. A second-neighbour bond in the plane of axes i and j has length √2 a and relative extension (ε_i + ε_j)/2. There are two such bonds per cell in each plane, so the energy per cell is

½ k₁a² Σ_i ε_i² + ½ k₂a² Σ_(i<j) (ε_i + ε_j)².

Comparison with a³W from part (c) gives

C11 = (k₁ + 2k₂)/a, C12 = k₂/a.

In units where k₁ + 2k₂ = 1, the springs are k₂ = r and k₁ = 1 − 2r. Both are positive for r = 0.385.

Now use true bond lengths. Measure lengths in units of a, and let the stretches be 1 + ε in the plane and 1 + u along z. Four second-neighbour bonds per cell have a z component. Their length is

ℓ = √[(1 + ε)² + (1 + u)²],

and their unstretched length is √2. The normal force vanishes when

(1 − 2r) u + 4r (1 − √2/ℓ)(1 + u) = 0.

To expand the second term, write ℓ² = 2(1 + s) with

s = ε + u + (ε² + u²)/2.

Then √2/ℓ = (1 + s)^(−1/2) ≈ 1 − s/2 + 3s²/8. To second order in the strains,

(1 − √2/ℓ)(1 + u) ≈ (ε + u)/2 + (ε² + u²)/4 − 3(ε + u)²/8 + u(ε + u)/2.

Collecting the quadratic terms gives

(1 − √2/ℓ)(1 + u) ≈ (ε + u)/2 − ε²/8 − εu/4 + 3u²/8.

In the force condition, the linear terms are (1 − 2r)u + 2r(ε + u) = u + 2rε. Hence

u ≈ −2rε − 4r (−ε²/8 − εu/4 + 3u²/8).

The bracket is already quadratic, so the linear result u = −2rε may be used inside it:

u ≈ −2rε + r (½ − 2r − 6r²) ε².

For r = 0.385 the coefficient of ε² is about −0.45. At one per cent strain this lowers the normal strain by about 4.5 × 10⁻⁵, from 0.0077 to 0.007655. The numerical solution with true bond lengths gives the same 0.007655. Its volume change is −0.012397, compared with −0.0123 from the linear formula and −0.012353 from the product.

In this model the linear values of the normal strain and the volume change are thus each off by less than one per cent of the quantity itself. Another force law with the same r can have a second-order term of different size and sign. If each spring is replaced by a Lennard-Jones bond with the same rest length and the same stiffness, the normal strain becomes 0.007812, about 1.4 per cent above the linear value. The model therefore indicates only the order of the error, about one per cent of the quantity, and its sign and digits say nothing about a particular semiconductor.

The order of the neglected terms was tested by halving the strain. A quadratic error should then fall by a factor close to four. The factors found are 4.004 for the normal strain and 3.968 for the volume change.

**Part (h)**

Would a (111) film with the same r and the same in-plane strain have the same normal strain? Derive the result and evaluate it for C44/C11 = 0.50.

**Model answer**

Let n = (1, 1, 1)/√3 be the film normal and w the strain along it. Try a strain that is ε in every in-plane direction and has no shear between plane and normal. In the cube axes its components are

ε_ij = ε δ_ij + (w − ε) n_i n_j.

Because n_i n_j = 1/3 for every pair, each diagonal component is (2ε + w)/3 and each off-diagonal component is (w − ε)/3. Hooke's law then gives equal diagonal stresses D and equal off-diagonal stresses S:

D = (C11 + 2 C12)(2ε + w)/3

S = 2 C44 (w − ε)/3.

The force per unit area on the surface has components Σ_j σ_ij n_j = (D + 2S)/√3, the same for each i. It points along n, so one condition, D + 2S = 0, frees the surface completely and confirms the trial strain. Multiplying this condition by 3 gives

(C11 + 2 C12)(2ε + w) + 4 C44 (w − ε) = 0.

Collect the terms in w and solve:

w = −2 (C11 + 2 C12 − 2 C44) ε / (C11 + 2 C12 + 4 C44).

For C44/C11 = 0.50,

w = −2 × (1.77 − 1.00) × (−0.0100) / (1.77 + 2.00) = 0.00408.

This is little more than half the (001) value. The (111) strain changes the angles between the cube axes, so the shear constant now matters. The formula for w can be rewritten as

w = ε − 3 (C11 + 2 C12) ε / (C11 + 2 C12 + 4 C44),

which shows that, under compression, w falls as C44 grows. Whether it lies below or above the (001) value therefore depends on C44.

The two orientations agree when the crystal is elastically isotropic, which means 2 C44 = C11 − C12, or C44/C11 = 0.3075 here. The numerator bracket then becomes 3 C12 and the denominator 3 C11, so w = −2rε again. The result of part (b) therefore belongs to the (001) orientation and should not be carried over to a (111) film of an anisotropic crystal. For C44/C11 below 0.3075, the compressed (111) film expands more than the (001) film. Between 0.3075 and 0.885, as in the example, it expands less. At C44/C11 = (1 + 2r)/2 = 0.885 the numerator bracket vanishes and the normal strain is zero; above that value the film contracts along its normal.

Computed values

```
All quantities are dimensionless
C12/C11 (input): 0.385
in-plane strain (input): -0.0100
in-plane area change, first order: -0.0200
normal strain: 0.0077
volume change, first order: -0.0123
volume change, product of stretches: -0.012353
product minus first order: -5.32e-05
in-plane stress / C11: -0.010886
Poisson ratio along cube axes: 0.2780
wrong normal strain from -2 nu e: 0.00556
C44/C11 chosen for (111) comparison: 0.50
normal strain of that (111) film: 0.00408
C44/C11 of isotropic crystal: 0.3075
spring lattice, measured C12/C11: 0.38500
spring lattice, normal strain: 0.007655
spring lattice, volume change: -0.012397
departure ratio on halving strain, normal: 4.004
departure ratio on halving strain, volume: 3.968
```
